The Lee-Heller Time-Domain Formula for Resonance Raman Amplitudes

The Kramers-Heisenberg-Dirac expression for a resonance Raman amplitude is a sum over all vibrational levels of the excited electronic state, and for a polyatomic molecule that sum is long and hard to read. For the three strongly displaced modes of the example below it was taken over 30 × 35 × 55 = 57750 levels. The terms also cancel. For a fundamental with a constant transition dipole the numerators are ⟨1|v⟩⟨v|0⟩, and by closure they add up to ⟨1|0⟩ = 0, so the amplitude is only what the variation of the energy denominators leaves over. Unless one sharp vibronic line is in resonance, no single term shows which property of the excited surface makes one Raman line stronger than another. The Lee-Heller formula removes the sum, and its short-time limit names that property.

Hartree atomic units are used (ħ = 1). The nuclear Hamiltonians of the ground state and of one resonant excited state are H_g and H_e, with H_g|n⟩ = E_n|n⟩ and H_e|v⟩ = E_v|v⟩, all energies on one scale. The transition dipole μ(q) is real and stands for one Cartesian component. The starting point, taken as given, is the resonant term of the second-order amplitude for scattering from |i⟩ to |f⟩ at laser frequency ω_L:

α_fi = Σ_v ⟨f|μ|v⟩⟨v|μ|i⟩ / (E_v − E_i − ω_L − iΓ)   (1)

Here Γ > 0 is a phenomenological damping, assumed equal for all v. For a given incident photon flux, the rate of scattered photons is proportional to ω_L ω_S³ |α_fi|², where ω_S = ω_L − (E_f − E_i).

For real a and Γ > 0 the integrand below vanishes at infinity, so

∫₀^∞ e^(−iat − Γt) dt = 1/(ia + Γ) = 1/[i(a − iΓ)], and therefore 1/(a − iΓ) = i ∫₀^∞ e^(−iat − Γt) dt.

Put a = E_v − E_i − ω_L in each term of (1). Because Γ does not depend on v, the factor e^(i(E_i + ω_L)t − Γt) comes out of the sum, and what remains is the spectral form of the propagator, Σ_v |v⟩e^(−iE_v t)⟨v| = e^(−iH_e t). Exchanging sum and integral is allowed because Σ_v |⟨f|μ|v⟩⟨v|μ|i⟩| is finite by the Cauchy-Schwarz inequality and e^(−Γt) is integrable. With |φ_n⟩ = μ|n⟩,

α_fi = i ∫₀^∞ dt e^(i(E_i + ω_L)t − Γt) ⟨φ_f| e^(−iH_e t) |φ_i⟩   (2)

This is the Lee-Heller formula. The initial vibrational function, multiplied by μ(q), is placed on the excited surface and moves there, and its overlap with the fixed function φ_f is Fourier transformed over positive times only. Extending the integral to −∞, with the damping written e^(−Γ|t|) so that it converges, is an error. For f = i the integrand at −t is the complex conjugate of that at t, so the result is 2i Im α_ii. This keeps only the absorption line shape and discards the dispersive part Re α_ii, which dominates the scattering off resonance. Nothing about the shape of the surfaces or of μ(q) was assumed.

Equation (2) was checked numerically on one anharmonic mode in a dimensionless coordinate q, with kinetic energy ωp²/2, ω = 0.005 hartree, a Morse ground potential D_e(1 − e^(−aq))² with D_e = 0.1 and 2D_e a² = ω, an excited potential E₀ + ω_e²(q − Δ)²/(2ω) + 2×10⁻⁵(q − Δ)⁴ with E₀ = 0.1, ω_e = 0.004, Δ = 1.5, damping Γ = 0.002, and μ(q) = 2(1 + 0.1q). The sum (1), from diagonalization on a grid, and the integral (2), from split-operator propagation, both gave α₁₀ = 50.323 + 6.672i at ω_L = 0.08, −679.010 − 7.597i at 0.103, and 56.355 − 67.335i at 0.115.

Savin's rule needs more assumptions. Take μ constant (the Condon approximation), the initial state |0⟩ (zero temperature), and independent harmonic modes with the same frequencies and normal coordinates in both states, displaced by Δ_k in dimensionless coordinates:

H_g = Σ_k ω_k(p_k² + q_k²)/2

H_e = E₀ + Σ_k ω_k[p_k² + (q_k − Δ_k)²]/2 = H_g − Σ_k ω_kΔ_k q_k + E_V

E_V = E₀ + Σ_k S_kω_k, S_k = Δ_k²/2

E_V is the vertical excitation energy. With q_k = (a_k + a_k†)/√2 and s_k = Δ_k/√2, so that S_k = s_k², define

W = H_e − E_i − E_V = Σ_k [ω_k a_k†a_k − ω_k s_k(a_k + a_k†)], δ = ω_L − E_V.

Then e^(i(E_i + ω_L)t) e^(−iH_e t) = e^(iδt) e^(−iWt). The terms of W for different modes commute, so one mode is enough. Try |ψ(t)⟩ = e^(γ(t)) e^(β(t)a†)|0⟩. From [a, (a†)ⁿ] = n(a†)ⁿ⁻¹ it follows that a|ψ⟩ = β|ψ⟩, and the two sides of the Schrödinger equation are

i d|ψ⟩/dt = (iγ̇ + iβ̇ a†)|ψ⟩, W|ψ⟩ = (ωβ a† − ωs a† − ωsβ)|ψ⟩.

Matching the coefficients of a† and of 1 gives iβ̇ = ω(β − s) and iγ̇ = −ωsβ, with β(0) = γ(0) = 0. The first gives β − s = −s e^(−iωt). The second becomes γ̇ = iωS(1 − e^(−iωt)), whose integral is γ = iSωt − S(1 − e^(−iωt)). Since e^(βa†)|0⟩ = |0⟩ + β|1⟩ + …, the overlaps are ⟨0|ψ⟩ = e^γ and ⟨1|ψ⟩ = βe^γ. For all modes together,

C(t) = ⟨0|e^(−iWt)|0⟩ = Π_k exp[−S_k(1 − e^(−iω_k t)) + iS_kω_k t]   (3)

⟨1_k|e^(−iWt)|0⟩ = β_k(t) C(t), β_k(t) = (Δ_k/√2)(1 − e^(−iω_k t))   (4)

The centre of the packet, √2 Re β_k = Δ_k(1 − cos ω_k t), swings from 0 to 2Δ_k about the excited minimum, as it must. The Rayleigh amplitude and the amplitude of fundamental k are

Φ(ω_L) = α₀₀ = iμ² ∫₀^∞ C e^(iδt − Γt) dt, α_k = iμ² ∫₀^∞ β_k C e^(iδt − Γt) dt.

The factor e^(−iω_k t) in β_k only shifts δ to δ − ω_k, so that exactly

α_k = (Δ_k/√2)[Φ(ω_L) − Φ(ω_L − ω_k)]   (5)

Suppose now that only times with ω_k t ≪ 1 contribute. Then 1 − e^(−iω_k t) ≈ iω_k t, and since differentiation of Φ with respect to ω_L brings down it,

α_k ≈ α_k^S = (ω_kΔ_k/√2) Φ′(ω_L), Φ′ = −μ² ∫₀^∞ t C e^(iδt − Γt) dt   (6)

This is (5) with the difference replaced by a derivative. Φ′ is the same for every mode, so it drops out of ratios:

|α_k|²/|α_l|² → ω_k²Δ_k² / (ω_l²Δ_l²)   (7)

This is Savin's rule. Physically, ω_kΔ_k is the force −∂V_e/∂q_k at the ground-state geometry. In a short time the packet does not reach the excited minimum and only gains momentum equal to force times time, and that momentum produces the overlap with |1_k⟩. The rule concerns |α_k|², and measured photon rates carry the further mode-dependent factor ω_S³ = (ω_L − ω_k)³. It also holds in this form only for dimensionless Δ_k. The mass-weighted displacement is d_k = Δ_k/√ω_k, in terms of which ω²Δ² = ω³d².

The error of (6) can be bounded. Since 1 − e^(−ix) = i∫₀^x e^(−iy)dy, we have 1 − e^(−ix) − ix = i∫₀^x (e^(−iy) − 1)dy, and |e^(−iy) − 1| ≤ y bounds the modulus by x²/2. Hence |α_k − α_k^S| ≤ μ²(Δ_k/√2)(ω_k²/2)∫t²|C|e^(−Γt)dt, and division by |α_k^S| gives

|α_k/α_k^S − 1| ≤ ω_kτ/2, τ = ∫₀^∞ t²|C|e^(−Γt)dt / |∫₀^∞ t C e^(iδt − Γt)dt|   (8)

The condition ω_kτ ≪ 1 is sufficient but not necessary. The time τ includes any return of |C| at late times, weighted by t², so a fast initial decay alone does not establish the rule. The next Taylor term of (5) is −ω_k²Φ″/2, which gives α_k = α_k^S[1 − (ω_k/2)Φ″/Φ′ + …]. With |1 + ε|² ≈ 1 + 2 Re ε,

|α_k|²/|α_l|² ≈ [ω_k²Δ_k²/(ω_l²Δ_l²)] × [1 − (ω_k − ω_l) Re(Φ″/Φ′)]   (9)

One way to make the time short is a broad band. With 1 − e^(−ix) = ix + x²/2 − ix³/6 + …, the linear term in (3) cancels against iS_kω_k t, and

ln C = −σ²t²/2 + iκt³/6 + …, σ² = Σ_k S_kω_k², κ = Σ_k S_kω_k³.

Keeping the Gaussian alone, use the Faddeeva function w(z) = π^(−1/2)∫₀^∞ e^(−u²/4 + izu)du. The substitution u = √2σt, z = (δ + iΓ)/(√2σ) gives Φ_G = iμ²√π w(z)/(√2σ), and dz/dω_L = 1/(√2σ) gives

Φ′_G = iμ²√π w′(z)/(2σ²), w′ = −2zw + 2i/√π   (10)

The formula for w′ comes from integrating the derivative of the integrand: −1 = ∫(−u/2 + iz)e^(−u²/4 + izu)du, so ∫u e^(−u²/4 + izu)du = 2 + 2iz√πw, and w′ is i/√π times this. At z = 0, Φ′_G = −μ²/σ², which agrees with ∫₀^∞ t e^(−σ²t²/2)dt = 1/σ² in (6).

The limit is controlled by scaling ω_k → λω_k, Δ_k → Δ_k/λ at fixed Γ and δ. The forces ω_kΔ_k and σ stay fixed, κ is proportional to λ, and recurrences move out to times of order 1/λ, where e^(−Γt) removes them. The errors of (6) and (10) are then of first order in λ. At δ = 0 intensity ratios do better. Replacing λ by −λ turns C into C* and β_k into −β_k*, so α_k = iμ²∫β_k C e^(−Γt)dt turns into its complex conjugate. Thus |α_k|² is even in λ, and (7) errs only at order λ².

The other way is detuning. From (1) and closure, Φ = μ²⟨0|(D + W)⁻¹|0⟩ with D = −δ − iΓ. Expand (D + W)⁻¹ = 1/D − W/D² + W²/D³ − …, which is an asymptotic series because W is unbounded. Since W|0⟩ = −Σ_j ω_j s_j|1_j⟩, the moments are ⟨W⟩ = 0 and ⟨W²⟩ = Σω_j²s_j² = σ², so Φ = μ²[1/D + σ²/D³ + O(D⁻⁴)]. Lowering ω_L by ω_k raises D by ω_k, and

1/D − 1/(D + ω_k) = ω_k/D² − ω_k²/D³ + ω_k³/D⁴ − …, 1/D³ − 1/(D + ω_k)³ = 3ω_k/D⁴ − …

while the D⁻⁴ term of Φ contributes at order D⁻⁵. Equation (5) then gives

α_k = μ² ω_kΔ_k/(√2 D²) × [1 − ω_k/D + (3σ² + ω_k²)/D² + O(D⁻³)]   (11)

This expansion requires a laser well outside the absorption band, with |D| large compared with σ. The effective time is then 1/|D|, set by the oscillation of e^(iδt), and the rule needs ω_k ≪ |D| as well.

The leading term of (11) survives on general surfaces. With constant μ, V = V_e − V_g and W = H_g − E_i + V − ⟨0|V|0⟩, the term 1/D vanishes because ⟨1|0⟩ = 0, and W|0⟩ = (V − ⟨V⟩)|0⟩, so α₁₀ → −μ²⟨1|V|0⟩/D². For the anharmonic pair above with μ = 1, the relative error of this form was 6.33×10⁻⁴ and 3.17×10⁻⁴ at the formal values D = 5 and 10 hartree, falling as 1/D. If V_g is harmonic and V_e quadratic, then ⟨1|q|0⟩ = 1/√2 and ⟨1|q²|0⟩ = 0 give ⟨1|V|0⟩ = (∂V_e/∂q)₀/√2. For such surfaces the rule is therefore a statement about the gradient at the ground geometry; with anharmonic surfaces the matrix element ⟨1|V|0⟩ takes the place of the gradient. When the frequency changes, V_e = ω_e²(q − Δ)²/(2ω), and ωΔ must be replaced by ω_e²Δ/ω. For the values above, 0.004² × 1.5/(0.005 × √2) = 0.003394 hartree, the same as −⟨1|V|0⟩ computed on the grid with a harmonic V_g and the quartic term of V_e dropped. Large detuning has its own limit. If μ = μ₀ + μ′q, the 1/D term no longer vanishes and equals ⟨1|μ²|0⟩/D = √2μ₀μ′/D to first order in μ′, which exceeds the Condon term μ₀²ωΔ/(√2D²) once |D| > μ₀ωΔ/(2μ′); for μ′/μ₀ = 0.1 and ωΔ = 0.0105 hartree this is already at |D| ≈ 0.05 hartree. The antiresonant term left out of (1) also becomes comparable.

As an example take a model chromophore with chosen inputs ω = 0.0070, 0.0045, 0.0020 hartree (1536.3, 987.6, 438.9 cm⁻¹), Δ = 1.5, 2.0, 4.0, E₀ = 0.1, Γ = 0.002 and μ = 2. Then S = 1.125, 2, 8, and

E_V = 0.1 + 1.125(0.0070) + 2(0.0045) + 8(0.0020) = 0.132875 hartree (3.616 eV)

σ² = 1.125(0.0070)² + 2(0.0045)² + 8(0.0020)² = 1.27625×10⁻⁴, σ = 0.011297 hartree.

The decay time is 1/σ = 88.5 a.u. (2.14 fs), and ω/σ = 0.620, 0.398, 0.177, so the model is only moderately in the short-time regime. The forces are ωΔ = 0.0105, 0.0090, 0.0080, and the Savin ratios of modes 1 and 2 to mode 3 are (0.0105/0.0080)² = 1.7227 and (0.0090/0.0080)² = 1.2656. Exact amplitudes were computed from the sum (1) over numerically diagonalized displaced-oscillator states, and they agreed with Gauss-Legendre quadrature of the time integral and with (5).

At δ = 0, Φ′ = −23714 − 6585i, against −25270 from (10). Equation (6) gives α₁^S = (0.0105/√2)Φ′ = −176.07 − 48.89i, while the exact value is −187.03 + 24.65i, a relative deviation of 0.407 within the bound 1.016. The deviation is mostly a rotation of phase. With α₃ = −142.81 − 18.74i the exact ratio is (187.028² + 24.653²)/(142.806² + 18.738²) = 1.7155, and for mode 2 it is 1.2747, both within one percent of the rule; such close agreement is special to these inputs, as shown below. The factors (ω_S,k/ω_S,3)³ = 0.8897 and 0.9438 lower the intensity ratios to 1.7155 × 0.8897 = 1.5263 and 1.2030, a much larger change than the error of the rule itself. At δ = −σ the exact ratios fall to 1.3868 and 1.1465.

At these two frequencies the first correction (9) makes the result worse. At δ = 0, Φ″/Φ′ = −109.96 + 56.08i, so (9) gives 1.7227 × (1 + 0.0050 × 109.96) = 2.67 against the exact 1.7155. At δ = −σ it gives 2.0363 against 1.3868, a shift of the wrong sign. The value τ = 290 a.u., more than three times 1/σ, points to the larger part of the cause, a recurrence of C. The periods are 898, 1396 and 3142 a.u., so near t = 2700 to 2800 mode 1 has completed three periods, mode 2 two, and mode 3 is close to its first return. From (3), |C|e^(−Γt) is about 0.30 at t = 125 and only e^(−2.10) e^(−5.6) ≈ 4.5×10⁻⁴ at t = 2800, yet t²|C|e^(−Γt) is about 4.7×10³ and 3.6×10³ at these times. The recurrence is strongly damped, and in the exact amplitude it is multiplied by β_k, which never exceeds √2Δ_k in modulus. In Φ″ it is multiplied by t², the second term of a series in ω₁t taken where ω₁t ≈ 6π. In frequency terms, Φ has a weak vibronic ripple that the difference (5) hardly feels and a second derivative magnifies. Cutting the time integrals at t = 1570, before the recurrence, changes α₁ by less than 0.3% but brings (9) to 1.557 at δ = −σ and 1.877 at δ = 0, against 1.407 and 1.730 for the ratios computed with the same cut. The recurrence thus accounts for the wrong sign at δ = −σ. At δ = 0 it accounts for most of the overshoot, but (9) stays worse than the rule for a second reason, given below. The scaling limit, which removes the recurrence, agrees with this reading. At δ = −σ the ratio of mode 1 to mode 3 departs from the rule by −3.45×10⁻³ at λ = 0.02 and −1.72×10⁻³ at λ = 0.01, linear in λ, and it differs from the prediction of (9) by less than 5(λω₁/σ)². Extrapolated to λ = 1 the slope gives about −0.17, close to the actual 1.3868/1.7227 − 1 = −0.195. At δ = 0 the departures are 9.93×10⁻⁷ and 2.48×10⁻⁷, quadratic as predicted. Their coefficient, 9.93×10⁻⁷/0.02² ≈ 2.5×10⁻³, is small. The smallness comes from a cancellation. At δ = 0, α_k is proportional to ω_kΔ_k∫(t − iω_kt²/2 − ω_k²t³/6)(1 + iκt³/6 + …)e^(−σ²t²/2 − Γt)dt. With A_n = ∫₀^∞ tⁿ e^(−σ²t²/2 − Γt)dt, the real part is A₁ − ω_k²A₃/6 + ω_kκA₅/12 plus mode-independent terms and the imaginary part is κA₄/6 − ω_kA₂/2, so the mode-dependent relative change of |α_k|² at order λ² is [−ω_k²(A₁A₃/3 − A₂²/4) + ω_kκ(A₁A₅ − A₂A₄)/6]/A₁². For Γ = 0, A₁ to A₅ are 1/σ², √(π/2)/σ³, 2/σ⁴, 3√(π/2)/σ⁵ and 8/σ⁶, and the ratio (7) departs by −(2/3 − π/8)(ω_k − ω_l)(ω_k + ω_l − 2κ/σ²)/σ². Here κ = 6.32×10⁻⁷, so 2κ/σ² = 0.0099 nearly equals ω₁ + ω₃ = 0.0090, and two terms of about −0.097 and +0.106 almost cancel, leaving 9.7×10⁻³. With Γ = 0.002 in the A_n the two terms are −0.0878 and +0.0902, and their unrounded sum is the coefficient 2.5×10⁻³ found above. At δ = 0, Re(Φ″/Φ′) is −κ(A₁A₅ − A₂A₄)/(6A₁²) to leading order, so (9) keeps the κ term alone and omits the ω² term that cancels it. This gives 1.7227 × 1.090 = 1.878 even without the recurrence. For modes 2 and 3 the two terms are −0.0317 and +0.0451, a weaker cancellation; with the recurrence cut off that ratio is 1.2845, 1.5% above the rule, and the recurrence lowers it to 1.2747. The close agreement at the band centre is therefore a feature of these inputs, and for other inputs the departure can be of order (ω/σ)². The small coefficient does not reproduce the sign of the actual departure 1.7155/1.7227 − 1 ≈ −0.004 at λ = 1. With the recurrence cut off as above the departure is 1.7303/1.7227 − 1 ≈ +0.004, so the sign is set by the recurrence. In the scaling limit at δ = 0 the amplitude errors remain linear in λ (7.31×10⁻³ and 3.66×10⁻³ for mode 1, 4.71×10⁻³ and 2.36×10⁻³ for Φ′_G).

In preresonance, at δ = −0.05 (ω_L = 2.255 eV), the laser lies 0.017 hartree, more than eight times Γ, below the lowest vibronic level E₀, so Φ has no vibronic ripple there and (9) is useful. Here Φ″/Φ′ = 46.99 + 2.62i, so the corrected ratio is 1.7227 × (1 − 0.0050 × 46.99) = 1.318 and for mode 2 it is 1.117, against the exact 1.3954 and 1.1356. The three terms of (11) give α₁ = 12.195 + 1.075i against the exact 11.905 + 1.033i. The amplitudes deviate from (6) by only 0.140, 0.095 and 0.045, while the bounds (8) are 13.4, 8.6 and 3.8, useless here because the numerator of τ ignores the cancellation caused by e^(iδt). The uncorrected rule still overestimates the first ratio by more than a fifth, and with the ω_S³ factors 0.8258 and 0.9101 the intensity ratios are 1.1523 and 1.0336. Displacements of modes 1 and 2 relative to mode 3, read from such intensities through (7) alone, would come out too small within this model, which keeps only the resonant term (1) with constant μ. At this frequency the antiresonant term Σ_v ⟨f|μ|v⟩⟨v|μ|i⟩/(E_v − E_f + ω_L) is 5 to 6% of each amplitude and raises the |α|² ratios to about 1.413 and 1.143. A slope μ′/μ₀ of order 0.1 would give a term comparable to the Condon amplitude, so for a real molecule the direction of the error also depends on μ(q).

The rule can fail outright when the vibronic lines are resolved. Let Γ ≪ ω_k and ω_L = E₀. In the sum for Φ(E₀) the lowest excited level has denominator −iΓ and contributes iμ²F/Γ, where F is its Franck-Condon factor. All other terms of Φ(E₀), and all terms of Φ(E₀ − ω_k), have denominators whose real part is at least one vibrational quantum, so, with weights that sum to at most one, they are together smaller by a factor of order Γ/(ωF) and are real to leading order. The non-oscillating term of Π_k exp[−S_k(1 − e^(−iω_k t))] in (3) gives F = exp(−Σ_k S_k), so the argument needs small displacements or Γ/ω ≪ F. Equation (5) then gives |α_k|² = (Δ_k²/2)μ⁴F²/Γ² with relative corrections of order (Γ/ωF)², and the frequency factor is gone. The packet lives for many periods and samples the position of the excited minimum, not the initial force. For the same frequencies with Δ = 0.3, 0.4, 0.5 and Γ = 10⁻⁴, the exact ratios are 0.3610 and 0.6415. The Δ² ratios are (0.3/0.5)² = 0.36 and (0.4/0.5)² = 0.64, whereas Savin's rule would give 4.41 and 3.24, with the order of the lines reversed.

Values computed for the example and the checks

```
1D test: w=0.005, De=0.1, we=0.004, Delta=1.5, quartic 2e-5, E0=0.1, Gamma=0.002 Eh
1D test: mu(q)=2(1+0.1q) e a0
1D wL=0.08 Eh: alpha_10 states 50.323+6.672i, packet 50.323+6.672i a.u.
1D wL=0.103 Eh: alpha_10 states -679.010-7.597i, packet -679.010-7.597i a.u.
1D wL=0.115 Eh: alpha_10 states 56.355-67.335i, packet 56.355-67.335i a.u.
gradient rule rel. error at D=5,10 Eh: 6.33e-04, 3.17e-04
harmonic pair: -<1|V|0> = 0.003394 Eh = we^2 Delta/(w sqrt2)
omega = 0.0070, 0.0045, 0.0020 Eh = 1536.3, 987.6, 438.9 cm^-1
Delta = 1.50, 2.00, 4.00; S = 1.125, 2.000, 8.000; mu = 2.0 e a0
E0 = 0.1 Eh = 2.721 eV; Gamma = 0.002 Eh = 438.9 cm^-1
E_V = 0.132875 Eh = 3.616 eV
sigma^2 = 1.27625e-04 Eh^2; sigma = 0.011297 Eh = 2479.4 cm^-1
1/sigma = 88.5 a.u. = 2.14 fs; omega/sigma = 0.620, 0.398, 0.177
periods = 898, 1396, 3142 a.u.; omega*Delta = 0.0105, 0.0090, 0.0080 Eh
Savin ratios 1/3, 2/3: 1.7227, 1.2656
--- delta = 0.000000 Eh, wL = 0.132875 Eh = 3.616 eV
Phi = -37.696+384.345i a.u.; Phi' = -23714.146-6584.856i; Gaussian Phi' = -25270.436+0.000i a.u.
Phi''/Phi' = -109.957+56.084i 1/Eh; tau = 290.3 a.u.
alpha_k exact = -187.028+24.653i, -162.614-0.259i, -142.806-18.738i a.u.
alpha_k Savin = -176.069-48.890i, -150.916-41.906i, -134.147-37.250i a.u.
rel. deviation 0.407, 0.276, 0.147; bound 1.016, 0.653, 0.290
|alpha|^2 ratios 1/3, 2/3: exact 1.7155, 1.2747
first-order ratios: 2.6697, 1.6135
wS^3 factors 0.8897, 0.9438; intensity ratios 1.5263, 1.2030
--- delta = -0.011297 Eh, wL = 0.121578 Eh = 3.308 eV
Phi = 220.107+286.388i a.u.; Phi' = -13683.246+19684.859i; Gaussian Phi' = -8444.139+18954.876i a.u.
Phi''/Phi' = -36.413-25.042i 1/Eh; tau = 298.0 a.u.
alpha_k exact = -34.799+160.934i, -50.124+141.065i, -64.222+124.193i a.u.
alpha_k Savin = -101.593+146.153i, -87.080+125.274i, -77.404+111.354i a.u.
rel. deviation 0.384, 0.263, 0.136; bound 1.043, 0.670, 0.298
|alpha|^2 ratios 1/3, 2/3: exact 1.3868, 1.1465
first-order ratios: 2.0363, 1.3808
wS^3 factors 0.8797, 0.9386; intensity ratios 1.2201, 1.0761
--- delta = -0.050000 Eh, wL = 0.082875 Eh = 2.255 eV
Phi = 84.124+3.745i a.u.; Phi' = 1863.796+176.117i; Gaussian Phi' = 1931.474+206.011i a.u.
Phi''/Phi' = 46.993+2.622i 1/Eh; tau = 3816.0 a.u.
alpha_k exact = 11.905+1.033i, 10.738+0.958i, 10.073+0.927i a.u.
alpha_k Savin = 13.838+1.308i, 11.861+1.121i, 10.543+0.996i a.u.
rel. deviation 0.140, 0.095, 0.045; bound 13.356, 8.586, 3.816
|alpha|^2 ratios 1/3, 2/3: exact 1.3954, 1.1356
first-order ratios: 1.3179, 1.1169
wS^3 factors 0.8258, 0.9101; intensity ratios 1.1523, 1.0336
D=0.05-0.002i Eh, three-term series alpha_k = 12.195+1.075i, 10.842+0.963i, 10.027+0.901i a.u.
lambda=0.02, delta=0.0000 Eh: ratio 1/3 over Savin minus 1 = 9.93e-07
lambda=0.02, delta=-0.0113 Eh: ratio 1/3 over Savin minus 1 = -3.45e-03
lambda=0.01, delta=0.0000 Eh: ratio 1/3 over Savin minus 1 = 2.48e-07
lambda=0.01, delta=-0.0113 Eh: ratio 1/3 over Savin minus 1 = -1.72e-03
amplitude error mode 1, lambda=0.02,0.01: 7.31e-03, 3.66e-03
Gaussian Phi' error, lambda=0.02,0.01: 4.71e-03, 2.36e-03
sharp case: Delta = 0.3, 0.4, 0.5, Gamma = 0.0001 Eh, wL = E0
sharp ratios 1/3, 2/3: exact 0.3610, 0.6415; Delta^2 0.3600, 0.6400
sharp Savin ratios: 4.4100, 3.2400
```
